# Ostrowski's theorem for SCF mixing, proved with an adapted norm

## The decision at stake

A self-consistent-field (SCF) run is being mixed with fixed coefficients, and the error of the density rises from one step to the next. Should the run be stopped and the mixing reduced, or left alone? A single rise does not settle the matter. A more useful number, close to the solution, is the spectral radius of the Jacobian of the mixed map. If it is below one, the iteration converges from every sufficiently close start, even though the error measured in the ordinary way may rise at some steps.

## Statement and conventions

Let $x\in\mathbb R^n$ collect everything the iteration carries from one step to the next: the current density parameters and, if the mixing uses them, stored earlier ones. One step is $x_{k+1}=F(x_k)$. Here $F$ is the complete map, made of the construction of the Hamiltonian, its diagonalization, the occupation of orbitals and the mixing. Its coefficients stay fixed during the run.

Let $x^*$ be a self-consistent solution, $F(x^*)=x^*$, in the interior of the region where $F$ is defined. Assume that $F$ is differentiable at $x^*$:
$$F(x^*+v)=x^*+Jv+R(v),\qquad \frac{|R(v)|}{|v|}\to0\ \text{ as } v\to0. \tag{1}$$
$J$ is the Jacobian at $x^*$, $|\cdot|$ is the Euclidean norm, and $\rho$ is the largest modulus of the eigenvalues of $J$, its spectral radius. Differentiability at other points is not required.

**Theorem.** Let $\rho<1$, and choose $\varepsilon>0$ so small that $q=\rho+2\varepsilon<1$. Then there are a norm $\|\cdot\|$, a constant $M\ge1$ and a radius $r>0$ such that every start with $\|x_0-x^*\|<r$ gives, for all $k$,
$$\|x_{k+1}-x^*\|\le q\,\|x_k-x^*\|,\qquad |x_k-x^*|\le M q^k|x_0-x^*|. \tag{2}$$

The first inequality is linear convergence step by step. The second says that the Euclidean error lies below a geometric sequence, which leaves room for single steps that increase it.

## Why the Euclidean norm is not enough

If $|Jv|\le c|v|$ held with some $c<1$, the proof would be short. But $\rho<1$ does not give this. Take
$$J=\begin{pmatrix}0.5&10\\0&0.5\end{pmatrix},\qquad J\begin{pmatrix}0\\1\end{pmatrix}=\begin{pmatrix}10\\0.5\end{pmatrix}.$$
Both eigenvalues are $0.5$, yet this vector becomes more than ten times longer. The second component feeds the first through the entry 10. The growth is temporary, because the second component halves at every step and the supply runs dry. A suitable norm gives the second component a large weight from the beginning, so that an error is counted before it is passed on.

## Triangular form

To do this for any $J$ we need a basis in which errors are passed on in one direction. There is a unitary matrix $Q$ such that
$$J=QTQ^\dagger,\qquad T\ \text{upper triangular}. \tag{3}$$

We prove this for every complex $n\times n$ matrix $J$, by induction on $n$. For $n=1$ there is nothing to do. Suppose the claim holds for size $n-1$. The characteristic polynomial of $J$ has a complex root $\lambda_1$, so there is a unit vector $u_1$ with $Ju_1=\lambda_1u_1$. Complete $u_1$ to an orthonormal basis of $\mathbb C^n$ and let $Q_1$ have these vectors as columns. The first column of $Q_1^\dagger JQ_1$ is $Q_1^\dagger Ju_1=\lambda_1Q_1^\dagger u_1$, which is $\lambda_1$ followed by zeros. Hence
$$Q_1^\dagger JQ_1=\begin{pmatrix}\lambda_1&w^\dagger\\0&B\end{pmatrix}.$$
By assumption $B=Q_2T_2Q_2^\dagger$ with $T_2$ upper triangular. Put $Q=Q_1\begin{pmatrix}1&0\\0&Q_2\end{pmatrix}$, a product of unitary matrices. Then
$$Q^\dagger JQ=\begin{pmatrix}\lambda_1&w^\dagger Q_2\\0&T_2\end{pmatrix},$$
which is upper triangular. This proves (3).

Since $\det(J-\lambda I)=\det(T-\lambda I)=\prod_i(T_{ii}-\lambda)$, the diagonal entries of $T$ are the eigenvalues of $J$. Write $T=\Lambda+N$, with $\Lambda$ the diagonal part and $N$ the part strictly above the diagonal.

## The adapted norm

Let $D=\mathrm{diag}(1,\delta,\dots,\delta^{n-1})$ with $0<\delta\le1$, and define
$$\|v\|=|D^{-1}Q^\dagger v|. \tag{4}$$
The matrix $D^{-1}Q^\dagger$ is invertible, so $\|v\|=0$ only for $v=0$. Scaling and the triangle inequality are inherited from $|\cdot|$. $Q$ may be complex, but (4) is still a norm on real vectors.

To see how $J$ acts, set $y=D^{-1}Q^\dagger v$, so that $v=QDy$. Then
$$D^{-1}Q^\dagger Jv=D^{-1}Q^\dagger(QTQ^\dagger)QDy=(D^{-1}TD)\,y .$$
The entries of the new matrix are
$$(D^{-1}TD)_{ij}=\delta^{-(i-1)}\,T_{ij}\,\delta^{\,j-1}=\delta^{\,j-i}\,T_{ij}.$$
The diagonal is unchanged. Above it $j-i\ge1$, so each entry is reduced at least by the factor $\delta$.

The two parts are estimated separately. For the diagonal part, $|\Lambda y|^2=\sum_i|\lambda_i|^2|y_i|^2\le\rho^2|y|^2$. For the rest, let $N_\delta=D^{-1}ND$ and $\tau^2=\sum_{i<j}|T_{ij}|^2$. The Cauchy–Schwarz inequality, applied row by row, gives
$$|N_\delta y|^2=\sum_i\Big|\sum_j(N_\delta)_{ij}y_j\Big|^2\le\sum_{i,j}|(N_\delta)_{ij}|^2\,|y|^2\le\delta^2\tau^2|y|^2 .$$
Since $|y|=\|v\|$, the triangle inequality yields
$$\|Jv\|\le(\rho+\delta\tau)\|v\|.$$
Choose $\delta=\min(1,\varepsilon/\tau)$, or $\delta=1$ if $\tau=0$. Then
$$\|Jv\|\le(\rho+\varepsilon)\|v\|. \tag{5}$$
If $\tau=0$, the Jacobian has an orthonormal set of eigenvectors, and the adapted norm is the Euclidean one. The number $\tau$ measures the departure from this case.

The price of the weights is a distorted measure of length. The diagonal entries of $D^{-1}$ lie between $1$ and $\delta^{-(n-1)}$, and $|Q^\dagger v|=|v|$, so
$$|v|\le\|v\|\le M|v|,\qquad M=\delta^{-(n-1)}. \tag{6}$$

## From the Jacobian to the nonlinear map

By (1) there is an $r>0$ such that $F$ is defined for $|v|<r$ and
$$|R(v)|\le\frac{\varepsilon}{M}|v|\qquad\text{for }|v|<r. \tag{7}$$
Now let $\|v\|<r$. By (6), $|v|\le\|v\|<r$, so (7) applies, and
$$\|R(v)\|\le M|R(v)|\le\varepsilon|v|\le\varepsilon\|v\|.$$
Together with (5),
$$\|F(x^*+v)-x^*\|\le\|Jv\|+\|R(v)\|\le(\rho+2\varepsilon)\|v\|=q\|v\|. \tag{8}$$
One $\varepsilon$ has paid for the coupling between components, the other for the nonlinearity.

Write $e_k=x_k-x^*$ and let $\|e_0\|<r$. If $\|e_k\|<r$, then (8) gives $\|e_{k+1}\|\le q\|e_k\|<r$, so the next iterate is again in the ball and the argument can be repeated. By induction $\|e_k\|\le q^k\|e_0\|$, and with (6)
$$|e_k|\le\|e_k\|\le q^k\|e_0\|\le Mq^k|e_0| .$$
This is (2), and the theorem is proved. In Euclidean terms, a start with $|e_0|<r/M$ is sufficient, because then $\|e_0\|<r$.

## The asymptotic rate

The factor $q$ exceeds $\rho$ only because a margin was needed. Take any sequence that converges to $x^*$, from whatever start. For each admissible $\varepsilon$ it is inside the corresponding ball from some step $K$ on, and then $|e_k|\le Mq^{k-K}|e_K|$. In the $k$-th root the constants tend to one, so $\limsup|e_k|^{1/k}\le\rho+2\varepsilon$. Since $\varepsilon$ may be taken as small as we like,
$$\limsup_{k\to\infty}|e_k|^{1/k}\le\rho. \tag{9}$$
This bound cannot be lowered in general: for the linear map $F(x)=\rho x$ the error is $\rho^k|e_0|$.

## What the theorem says about mixing coefficients

Let $G$ be the map from input density to output density. Linear mixing is $F(x)=x+\alpha(G(x)-x)$. If $g_i$ are the eigenvalues of the Jacobian of $G$ at $x^*$, those of $J$ are $1-\alpha(1-g_i)$. When all $g_i$ are real and below one, $\rho<1$ means $0<\alpha(1-g_i)<2$ for each $i$. The smallest $g_i$ sets the largest permitted $\alpha$; when it is negative, it belongs to the strongest over-response of the output. If some real $g_i$ exceeds one, the corresponding eigenvalue of $J$ is above one for every $\alpha>0$, and reducing the mixing does not cure it.

Now add memory, for a density described by one number $x$ with $g=G'(x^*)$:
$$x_{k+1}=x_k+\alpha\,(G(x_k)-x_k)+\beta\,(x_k-x_{k-1}). \tag{10}$$
The theorem applies to the pair $(x_k,x_{k-1})$, which is mapped to $(x_{k+1},x_k)$. Differentiation gives
$$J=\begin{pmatrix}\mu&-\beta\\1&0\end{pmatrix},\qquad\mu=1+\beta-\alpha(1-g), \tag{11}$$
with characteristic polynomial $p(\lambda)=\lambda^2-\mu\lambda+\beta$. The vector $(1,0)$ is sent to $(\mu,1)$, whose length is at least one. So for no choice of $\alpha$ and $\beta$ is $J$ a contraction in the Euclidean norm. In a particular run the Euclidean error may still fall at every step, but a factor below one that holds for all small errors requires another norm.

The spectral radius is below one exactly when
$$|\beta|<1,\qquad 0<\alpha(1-g)<2(1+\beta). \tag{12}$$
To see this, note that $p(1)=1-\mu+\beta=\alpha(1-g)$ and $p(-1)=1+\mu+\beta=2(1+\beta)-\alpha(1-g)$. The second condition in (12) therefore says that $p(1)$ and $p(-1)$ are positive.

- If both roots have modulus below one, their product $\beta$ does too. The polynomial is positive for large $|\lambda|$ and has no real root with $|\lambda|\ge1$, so $p(\pm1)>0$.
- Conversely, let (12) hold. A complex pair has $|\lambda|^2=\beta<1$. For real roots, $p(\pm1)>0$ means that neither $1$ nor $-1$ lies between the roots or on one of them. Both roots are then in $(-1,1)$, or both above $1$, or both below $-1$. The last two cases would give $\beta>1$ and are excluded.

## A two-site example

**The model.** Two electrons share one orbital on two sites with energies $-a$ and $+a$, hopping $-t$ and on-site repulsion $U$. In restricted mean field each electron feels the energy $Un_i/2$ on site $i$. With occupations $n_1=1+x$ and $n_2=1-x$, the site energies are $-a+U(1+x)/2$ and $a+U(1-x)/2$. Subtracting their mean $U/2$ leaves
$$h=\begin{pmatrix}-s&-t\\-t&s\end{pmatrix},\qquad s=a-\frac{Ux}{2},$$
with eigenvalues $\pm\sqrt{t^2+s^2}$. Let the lower state have real amplitudes $c_1,c_2$ and energy $E=-\sqrt{t^2+s^2}$. The derivative of $E$ with respect to $s$ is the expectation value of $\partial h/\partial s$, so $-s/\sqrt{t^2+s^2}=-c_1^2+c_2^2$. The new occupations are $2c_i^2$, and half their difference is the output:
$$G(x)=c_1^2-c_2^2=\frac{s}{\sqrt{t^2+s^2}} .$$
The gap $2\sqrt{t^2+s^2}$ is at least $2t$, and $G$ is smooth. Since $dG/ds=t^2/(t^2+s^2)^{3/2}$ and $ds/dx=-U/2$,
$$g=-\frac U2\,\frac{t^2}{(t^2+s^2)^{3/2}} .$$

**Fixed point.** Take $t=1$ as the unit of energy, $a=1$ and $U=6$. $G$ decreases with $x$, so $G(x)=x$ has one solution. A bracketing root search gives $x^*=0.24800$. There $s=1-3\times0.24800=0.2560$ and $g=-3/(1.065535)^{3/2}=-2.7275$. Since $|g|>1$, plain iteration $x_{k+1}=G(x_k)$ is repelled. Started $10^{-6}$ away from $x^*$, it ends in an alternation between $x=-0.884$ and $x=0.965$: charge sloshes from one site to the other.

This solution, and the convergence shown below, hold only within the spin-restricted space. Let the two spins have separate differences $x_\uparrow,x_\downarrow$ between the sites. Each spin feels the other, so the output is $(G(x_\downarrow),G(x_\uparrow))$. Its Jacobian at $x_\uparrow=x_\downarrow=x^*$ has the eigenvalues $g$ and $-g=+2.7275$. The second exceeds one, so no $\alpha>0$ stabilizes $x^*$ against spin polarization. An unrestricted run with a tiny spin seed and the mixing used below leaves $x^*$ for a state with moments of about $\pm0.92$ on the two sites.

**Mixing.** Use (10) with $\alpha=0.1$ and $\beta=0.5$. Then $\alpha(1-g)=0.3728$, well below $2(1+\beta)=3$, so (12) holds. Further $\mu=1.5-0.3728=1.1272$, and the eigenvalues are
$$\lambda=\frac\mu2\pm i\sqrt{\beta-\frac{\mu^2}{4}}=0.5636\pm0.4270\,i,\qquad\rho=\sqrt\beta=0.7071 .$$
The largest Euclidean stretching factor of $J$ is $1.555$. This value of $\beta$ brings no gain in speed: with $\beta=0$ the factor would be $1-0.3728=0.6272$, while a smaller memory, $\beta=0.15$, would lower it to $0.42$. It serves to show a convergent iteration whose Euclidean error can rise.

**The norm.** Unitary transformations preserve the sum of squared moduli of the entries, so $\mu^2+\beta^2+1=|\lambda_1|^2+|\lambda_2|^2+\tau^2=2\beta+\tau^2$. Hence
$$\tau=\sqrt{\mu^2+(1-\beta)^2}=1.2332 .$$
With $\varepsilon=0.1$ we get $\delta=0.1/1.2332=0.0811$, $M=1/\delta=12.33$ and $q=0.7071+0.2=0.9071$.

**The safe radius.** Two differentiations give
$$|G''|=\Big(\frac U2\Big)^2\frac{3t^2|s|}{(t^2+s^2)^{5/2}} .$$
The derivative of $s(t^2+s^2)^{-5/2}$ vanishes when $t^2+s^2=5s^2$, that is at $|s|=t/2$. Inserting this,
$$|G''|\le\Big(\frac U2\Big)^2\frac{48}{25\sqrt5\,t^2}=7.728 .$$
Only the term $\alpha G$ in (10) is nonlinear. By Taylor's formula $|R(v)|\le c|v|^2$ with $c=0.1\times7.728/2=0.3864$. Condition (7) holds if $c|v|\le\varepsilon/M$, so we may take
$$r=\frac{\varepsilon}{Mc}=\frac{0.1}{12.33\times0.3864}=0.0210 .$$
In Euclidean distance a start within $r/M=0.0017$ is guaranteed to converge. This is a sufficient bound, not the size of the true basin. When $\delta<1$, $M=\delta^{-(n-1)}$ grows exponentially with the number of variables. For a realistic density these values of $M$ and $r$ show that a basin exists, but they are no usable estimate of its size.

**A run.** Start from equal occupations, $x_0=x_{-1}=0$. Both errors below refer to the pair $(x_k,x_{k-1})$.

| $k$ | $x_k$ | Euclidean error | adapted error |
|---|---|---|---|
| 0 | 0.00000 | 0.351 | 1.56 |
| 4 | 0.27779 | 0.0322 | 0.373 |
| 5 | 0.28743 | 0.0494 | 0.265 |
| 8 | 0.24794 | 0.0129 | 0.0931 |
| 9 | 0.24147 | 0.0065 | 0.0655 |
| 13 | 0.24825 | 0.00202 | 0.0164 |
| 14 | 0.24929 | 0.00131 | 0.0116 |
| 15 | 0.24933 | 0.00185 | 0.0084 |

The start lies far outside the safe ball, and the theorem makes no promise for the first steps. The run enters the ball at $k=13$, and from there (2) applies. Between steps 14 and 15 the Euclidean error rises by a factor of about $1.4$, while the adapted error falls by a factor $0.72$. Over the 25 steps after entry the largest one-step factors are $1.53$ in the Euclidean norm and $0.721$ in the adapted norm, the latter below $q=0.907$ as it must be.

The table also contains a warning of the opposite kind. At $k=8$ the density is within $7\times10^{-5}$ of $x^*$, but one step later it is off by $6.5\times10^{-3}$. It was passing through the solution, not settling there. Near $x^*$ the residual is $G(x)-x\approx-(1-g)(x-x^*)$, so it too is small at that one step. A convergence test that requires a small residual at the stored density as well is not misled in this way: at $k=7$ the density is still off by $0.013$. The net change of the density over one or several steps is a less reliable sign, because an oscillating density can take nearly the same value at both ends of the interval, above all around a turning point: $x_{14}$ and $x_{15}$ differ by $4\times10^{-5}$ while both are off by $1.3\times10^{-3}$.

**Bound and rate.** Twenty steps after entry the Euclidean error is $1.4\times10^{-6}$, whereas the bound $Mq^{20}|e_{13}|$ is $3.5\times10^{-3}$. The bound is safe but crude: it contains the factor $M=12.33$ and uses $q$ in place of $\rho$ twenty times over. For the long run, (9) gives the sharper value $\rho$ as an asymptotic bound on the mean factor per step. Iterating with 100-digit arithmetic and taking the 300th root of the error ratio between steps 100 and 400 gives a mean factor of $0.7078$ per step, against $\rho=0.7071$. In the linearized map the error is $\rho^k$ times an oscillating, bounded prefactor. A change of that prefactor by about $1.3$ between the two end points accounts for the difference.

## Where the theorem stops

At $\rho=1$ the Jacobian does not decide. The maps $x-x^3$ and $x+x^3$ both have slope one at $x^*=0$.

For the first, a start in $(0,1)$ gives a decreasing positive sequence. Its limit must satisfy $x=x-x^3$, so it is zero. For small $x_k$,
$$\frac1{x_{k+1}^2}=\frac1{x_k^2}(1-x_k^2)^{-2}=\frac1{x_k^2}+2+O(x_k^2),$$
and therefore $x_k\approx1/\sqrt{2k}$ for large $k$, slower than any geometric sequence. From $x_0=0.1$, ten thousand steps still leave $x=0.0071$. The second map moves away from zero: from the same start it passes $x=1$ after 53 steps.

This borderline can occur in SCF problems with a continuous family of solutions $x(\theta)$, such as a broken-symmetry density that can be rotated freely. Differentiating $F(x(\theta))=x(\theta)$ gives $Jx'(\theta)=x'(\theta)$. If $x'(\theta)\ne0$, then $J$ has the eigenvalue one, so $\rho\ge1$, and the theorem does not apply unless the freedom is removed, for instance by fixing the orientation. This eigenvalue need not mean slow convergence as for $x-x^3$, because every member of the family is itself a fixed point. For the spin-polarized solution of the two-site model, linear mixing with $\alpha=0.5$ reduces the residual geometrically, by about $0.94$ per step, and ends on a slightly rotated member of the family.

Two further assumptions deserve a check in practice. With integer occupations, a closing gap between occupied and empty orbitals can make the output density jump, and (1) may then fail. And if the mixing coefficients are recomputed during the run from earlier residuals, the step is no longer the map with constant coefficients analysed here, and the spectral radius for one set of coefficients does not by itself settle convergence.
